Profile, width and energy of a neutral 180-degree ferroelectric wall

**1. Definitions and conventions**

A planar wall separates two domains with polarizations +P0 and −P0 along the z axis. The wall normal is x, and the polarization P(x) points along z everywhere. The free-energy density, in mean-field theory and with the lattice treated as a continuum, is

f = f_L(P) + (g/2)(dP/dx)²,  f_L(P) = (α/2)P² + (β/4)P⁴,

with α < 0, β > 0 and g > 0. The factors 1/2 and 1/4 matter when coefficients are taken from elsewhere: if the local energy is written aP² + bP⁴, then α = 2a and β = 4b. Likewise, a gradient term k(dP/dx)² means g = 2k.

A prime on P denotes d/dx. The wall energy σ is the free energy per wall area in excess of a uniform domain. The boundary conditions are P → −P0 as x → −∞ and P → +P0 as x → +∞.

The wall is static, no field is applied, there is no free charge, and the film surfaces are far away. Rotation of P towards y and flexoelectric coupling are left out. The coefficients α and β are those of a stress-free crystal; section 6 adds the strain that the wall itself causes.

**2. Why no electrostatic term appears**

The bound charge density is −div P = −∂P_z/∂z. It vanishes because P_z depends on x alone. With no free charge and no applied field, E = 0 throughout the wall.

A component P_x(x) would behave differently. Without free charge the displacement ε0E_x + P_x is constant, and it is zero in the domains. Hence E_x = −P_x/ε0, and the field energy ε0E_x²/2 = P_x²/(2ε0) raises the quadratic coefficient of P_x by 1/ε0. For the parameters of section 7 this is 188 times |α|. A background relative permittivity of 5 to 10, left out here, would lower the factor to about 20 to 40, which is still large, so P_x = 0 is a good approximation. No such penalty acts on P_y, whose absence remains an assumption.

**3. Uniform states**

A uniform state obeys df_L/dP = αP + βP³ = 0. The nonzero roots are P = ±P0 with

P0 = √(|α|/β).

Inserting α = −βP0² gives f_L(P0) = −βP0⁴/2 + βP0⁴/4 = −βP0⁴/4. The local energy above the domain value is therefore

Δf(P) = f_L(P) − f_L(P0) = (β/4)(P⁴ − 2P0²P² + P0⁴) = (β/4)(P0² − P²)².

At P = 0 this is the well depth W = βP0⁴/4 = α²/(4β).

In a uniform field the condition is E = αP + βP³. Its slope at P0 is α + 3βP0² = 2|α|, so the relative susceptibility is 1/(2ε0|α|).

**4. Solving for the profile**

The excess energy per area is

F[P] = ∫ [Δf(P) + (g/2)P'²] dx.

Replace P by P + η, where η vanishes at both ends. To first order,

δF = ∫ [(αP + βP³)η + gP'η'] dx = ∫ [αP + βP³ − gP'']η dx.

The second form follows by integrating gP'η' by parts. Since η is arbitrary,

gP'' = αP + βP³.

*First integral.* The right side is dΔf/dP. Multiplying by P' gives

d/dx [(g/2)P'² − Δf(P)] = P'(gP'' − dΔf/dP) = 0,

so (g/2)P'² − Δf(P) = C, a constant. Far from the wall Δf → 0 and P'² → 2C/g. A negative C is impossible because P'² ≥ 0. A positive C would leave a slope of nonzero magnitude and fixed sign, and P would grow without bound. Hence C = 0 and

P'² = (β/(2g))(P0² − P²)².

Define

δ = √(2g/|α|).

Then 1/(P0δ) = √(β/|α|)·√(|α|/(2g)) = √(β/(2g)), and the square root reads

P' = ±(P0² − P²)/(P0δ).

*Choice of sign.* P is continuous and changes sign, so it vanishes at some x0. Suppose it reached P0 or −P0 at a finite x1. The first integral would give P'(x1) = 0 there. The constant solution has the same value and slope at x1, and uniqueness for the second-order equation would make P constant everywhere, which contradicts P(x0) = 0. Therefore |P| < P0 at every finite x, P' never vanishes, and its sign is fixed. The boundary conditions select the plus sign.

*Integration.* Separate the variables and use partial fractions:

dP/(P0² − P²) = (1/(2P0)) [1/(P0 + P) + 1/(P0 − P)] dP = dx/(P0δ).

Integrating from x0, where P = 0,

ln[(P0 + P)/(P0 − P)] = 2(x − x0)/δ.

With s = (x − x0)/δ, solving for P gives P = P0(e^(2s) − 1)/(e^(2s) + 1), that is

P(x) = P0 tanh[(x − x0)/δ].

The position x0 is free because the continuum energy does not depend on where the wall sits.

*Widths.* Several lengths are called the wall width, and they must not be interchanged.

- δ is a half-width: P(x0 + δ) = 0.762 P0.
- The central tangent has slope P0/δ and runs from −P0 to P0 over a distance 2δ.
- P' = (P0/δ)/cosh²s falls to half its peak at cosh s = √2, so its full width at half maximum is 2 arccosh(√2) δ = 1.763δ.
- In the tail, P0 − P = 2P0/(e^(2s) + 1) ≈ 2P0e^(−2s), so the decay length is δ/2. Linearizing the field equation about P0 gives the same length, √(g/(2|α|)).

**5. Wall energy and proof of the minimum**

Since C = 0, the local and gradient energy densities are equal at each x. Thus

σ = ∫ gP'² dx = g ∫ P' dP,

with P running from −P0 to P0. Inserting P' as a function of P,

σ = (g/(P0δ)) ∫ (P0² − P²) dP = (g/(P0δ))(2P0³ − 2P0³/3) = 4gP0²/(3δ).

Using 1/δ = √(|α|/(2g)), this becomes

σ = (2√2/3) P0² √(g|α|).

Alternatively, g = |α|δ²/2 and W = |α|P0²/4 give σ = (8/3)Wδ, the well depth times a length of order the wall width.

A solution of the field equation is only a stationary point of F. To show that it is the minimum, set R = (P0² − P²)/(P0δ). The relation 1/(P0δ)² = β/(2g) gives Δf = (g/2)R², so for any profile with the stated end values

F = (g/2)∫(P'² + R²)dx = (g/2)∫(P' − R)²dx + g∫RP'dx.

The last term is g∫R dP between the fixed end values. It equals σ whether or not the profile is monotone. Hence F ≥ σ, with equality when P' = R, which is the tanh profile and its translates. For example, with the parameters of section 7 and u = x/(0.8 nm), the non-monotone trial P = P0[erf(u) + 0.5(u − 0.4)exp(−u²)] costs 63.3 mJ/m², against σ = 57.7 mJ/m².

**6. Extensions and limits**

*Other local energies.* For any f_L with equal minima at ±P0 and no state between them that is equally low or lower, the first integral gives P' = √(2Δf/g) and

σ = ∫ √(2gΔf(P)) dP, from −P0 to P0.

Equal minima are necessary. Integrating the field equation times P' across the wall shows that the two end states must have equal local energy. An applied field along z adds −EP and breaks this equality, so the continuum model then has no static wall.

*Tricritical limit.* Let the quartic term vanish and a sixth-order term stabilize the crystal: f_L = (A/2)P² + (B/6)P⁶. To keep P0 and the susceptibility fixed, choose A = α/2 and B = |A|/P0⁴. The curvature at P0 is then A + 5BP0⁴ = 4|A| = 2|α|, as before. The excess energy factorizes as

Δf = (|A|/(6P0⁴))(P0² − P²)²(P² + 2P0²).

At P = 0 it is |A|P0²/3 = |α|P0²/6, compared with |α|P0²/4 in the quartic model. The central slope is √(2Δf(0)/g) = P0√(|α|/(3g)), so P0 divided by this slope is √(3g/|α|), larger than δ by a factor √1.5. The profile is no longer a hyperbolic tangent.

*Temperature.* In mean-field theory near a second-order transition, α is proportional to T − Tc while β and g are taken as constant. Then P0 varies as (Tc − T)^(1/2), δ as (Tc − T)^(−1/2) and σ as (Tc − T)^(3/2). The wall widens and its energy vanishes at Tc. Sufficiently close to Tc, fluctuations can invalidate these mean-field powers.

*Electrostriction.* The stress-free strains are Q11P² along z and Q12P² along x and y. Both domains have the same P² and hence the same strain. In a planar wall, compatibility keeps the yy and zz strains at their domain values, while force balance keeps the normal stress along x at zero. Inside the wall the excess strains are therefore

u_y = Q12(P0² − P²),  u_z = Q11(P0² − P²).

For an isotropic solid with Young modulus Y and Poisson ratio ν, zero stress along x gives stresses Y(u_y + νu_z)/(1 − ν²) and Y(u_z + νu_y)/(1 − ν²). Half the sum of stress times excess strain is the added energy density K(P0² − P²)², with

K = Y(Q11² + Q12² + 2νQ11Q12)/(2(1 − ν²)).

This has the same form as Δf, so β/4 is replaced by β/4 + K in Δf while P0 is unchanged. The tanh profile survives. With r = √(1 + 4K/β), the width becomes δ/r and the energy rσ. If the coefficients in use already describe a crystal held at these yy and zz strains, K must not be added again.

**7. Worked example: a perovskite gate film**

Take α = −6.0×10⁸ m/F, β = 2.4×10⁹ m⁵/(C²F) and g = 1.0×10⁻¹⁰ m³/F. Then

P0 = √(6.0×10⁸/2.4×10⁹) = 0.50 C/m² = 50 µC/cm²,

δ = √(2.0×10⁻¹⁰/6.0×10⁸) m = 0.577 nm,

σ = 4(1.0×10⁻¹⁰)(0.50)²/(3 × 5.77×10⁻¹⁰) J/m² = 57.7 mJ/m² = 0.360 eV/nm².

The tangent width is 1.15 nm, the full width at half maximum of P' is 1.02 nm, and the tail decays over 0.289 nm. The well depth of 37.5 MJ/m³ gives the same energy through (8/3)Wδ.

*Comparison with a real film.* These round values are meant for the rough regime of lead zirconate titanate, here between a metal gate and a floating metal above the transistor. A polarization of tens of µC/cm² is reasonable for it. The set does not describe one composition. A relative susceptibility of 94 suits titanium-rich, single-domain material, but there P0 is nearer 65 to 75 µC/cm² and the stress-free quartic coefficient is close to zero or negative, so the sixth-order term is essential. P0 = 50 µC/cm² and Tc near 650 K belong to compositions near equal zirconium and titanium content, where the susceptibility is several hundred and the well depth is only about 7 MJ/m³. The β used here is more than ten times the positive values published for these compositions. The gradient coefficient is the least certain input, and σ scales as its square root. Real films also have several polarization axes, defects and a composition-dependent transition. Of the corrections sized below, wall strain changes the energy most, by about 30 percent for these inputs. That figure reflects the large β. It becomes about 40 percent for the tricritical energy of section 6, and roughly 55 to 120 percent for published sixth-order coefficients of tetragonal compositions. The numbers should not be carried over to hafnium-oxide films, which need their own parameters.

*Strain.* With Y = 100 GPa, ν = 0.3, Q11 = 0.09 m⁴/C² and Q12 = −0.04 m⁴/C², 4K/β = 0.69 and r = 1.30. The half-width falls to 0.444 nm and the energy rises to 75.1 mJ/m².

*Lattice.* At a spacing of 0.4 nm the tangent width covers 2.9 spacings, or 2.2 with strain, so the continuum assumption is strained. One estimate replaces the integral by a sum over lattice planes and P' by the difference between neighbours divided by the spacing. Without electrostriction, a wall centred between planes costs 56.7 mJ/m² and one centred on a plane 56.8 mJ/m², both about 2 percent below the continuum value. With electrostriction the energies are 72.1 and 73.3 mJ/m², which are 4.0 and 2.3 percent below 75.1 mJ/m². The energy now depends on position, so the lattice can pin the wall: the position between planes is the minimum and the position on a plane is a saddle. In this chain the pinning is weak, and a field of about 0.007 MV/cm without strain, or 0.1 MV/cm with it, frees the wall. This chain keeps the quartic energy at each plane and does not replace an atomistic calculation.

*Sixth-order term.* At the tricritical limit, with P0, susceptibility and g fixed and strain omitted, P0 divided by the central slope is 0.707 nm and σ is 49.4 mJ/m², 14 percent below the quartic result. Compositions with a first-order transition lie beyond this limit.

*Operating temperature.* Let the coefficients apply at 300 K and take Tc = 650 K. At 358 K, |α| is multiplied by 292/350 = 0.834. Without strain, P0 becomes 45.7 µC/cm², δ becomes 0.632 nm and σ falls by 24 percent to 44.0 mJ/m². This uses the quartic exponent 3/2. At the tricritical limit P0 varies as (Tc − T)^(1/4) and σ as (Tc − T), so the drop is only 17 percent.

*Thermal fluctuations.* The wall energy on one lattice cell, σ(0.4 nm)², is 58 meV, compared with kT = 26 meV at 300 K. The ratio is only about 2, so fluctuations at the scale of a cell are not clearly negligible.

**8. Film surfaces in the gate stack**

A neutral wall does not make the film surfaces neutral. Consider domains much wider than the film thickness t, with equal areas up and down, so that by symmetry no voltage lies between the gate and the floating metal. If each metal has effective screening length λ, the voltage balance is

Et + 2λ(P + ε0E)/ε0 = 0, so E = −2λP/[ε0(t + 2λ)].

Inserting this field in E = αP + βP³ adds 2λ/[ε0(t + 2λ)] to α. For t = 100 nm and λ = 0.02 nm, P0 drops from 50 to 48.1 µC/cm², and the field is 0.217 MV/cm. For comparison, under a fixed opposing field the uniform state loses stability where α + 3βP² = 0, at P = P0/√3. The corresponding intrinsic coercive field is 2|α|P0/(3√3) = 1.155 MV/cm, about five times the depolarizing field. This ratio is not a safety margin. The depolarizing field is proportional to P, so among uniform states the polarization vanishes only when 2λ/[ε0(t + 2λ)] reaches |α|, at t ≈ 7.5 nm for this λ. The uniform state can split into stripe domains before that: for an in-plane relative permittivity of 100 to 300, it becomes linearly unstable near t ≈ 10 nm. Real films, however, usually switch by nucleation and wall motion at fields well below the intrinsic value, so a depolarizing field of 0.2 MV/cm may already reverse parts of a domain.

An oxide placed directly on the film is a harsher case. If the full P0 continued as displacement into an oxide of relative permittivity 3.9, its field would be P0/(3.9ε0) = 145 MV/cm, far above a breakdown field of roughly 10 MV/cm for silicon dioxide. This is not a predicted operating field. It shows that the polarization must be compensated by charge, reduced, or divided into fine domains. In the last two cases the boundary conditions of section 1 need not hold.

**9. Numerical use**

Shooting from the wall centre is ill-conditioned. A central slope below P0/δ makes C negative, and P turns back before reaching P0. A larger slope makes C positive, and P passes through P0 and diverges. Integration with 0.99 and 1.01 times the correct slope shows these two outcomes.

Relaxation on a grid is more robust, but the position must be fixed. Differentiating the field equation gives g(P')'' = (α + 3βP²)P', so P' is a zero mode of the linearized problem and an unconstrained Newton step is nearly singular. Imposing P(0) = 0 and odd symmetry removes this mode. Newton steps started from a step profile then converge for the example. A 0.01 nm grid gives 57.7344 mJ/m², against 57.7350 mJ/m² from the formula, a relative difference of about 1×10⁻⁵. That agreement measures the numerical solution of the model; the material uncertainties in sections 7 and 8 are far larger. The remaining values are in the numerical output below.

Computed values

```
alpha (input): -6e+08 m/F
beta (input): 2.4e+09 m^5/(C^2 F)
g (input): 1e-10 m^3/F
P0: 50 uC/cm2
relative susceptibility at P0: 94.12
well depth: 37.5 MJ/m3
intrinsic coercive field: 1.155 MV/cm
1/(eps0 |alpha|): 188.2
delta: 0.5774 nm
tangent width 2 delta: 1.155 nm
FWHM of dP/dx: 1.018 nm
tail decay length delta/2: 0.2887 nm
P(delta)/P0, relaxed profile: 0.7616
sigma, formula: 57.735 mJ/m2
sigma, grid 0.01 nm: 57.7344 mJ/m2
sigma, grid extrapolated: 57.735 mJ/m2
sigma, converted: 0.3604 eV/nm2
energy of non-monotone trial: 63.34 mJ/m2
Young modulus (input): 100 GPa
Poisson ratio (input): 0.3
Q11 (input): 0.09 m4/C2
Q12 (input): -0.04 m4/C2
elastic K: 4.143e+08 J m5/C4
4K/beta: 0.6905
delta with electrostriction: 0.4441 nm
sigma with electrostriction: 75.07 mJ/m2
lattice spacing (input): 0.4 nm
2 delta / lattice spacing: 2.887
chain sigma, between sites: 56.6931 mJ/m2
chain sigma, on site: 56.7836 mJ/m2
strained chain, between sites: 72.0791 mJ/m2
strained chain, on site: 73.318 mJ/m2
tricritical delta (P0/slope): 0.7071 nm
tricritical sigma: 49.39 mJ/m2
reference temperature (input): 300 K
hot-chip temperature (input): 358 K
Curie temperature (input): 650 K
hot P0: 45.67 uC/cm2
hot delta: 0.6321 nm
hot sigma: 44 mJ/m2
film thickness (input): 100 nm
screening length per metal (input): 0.02 nm
depolarizing field: 0.2171 MV/cm
P0 with that field: 48.08 uC/cm2
oxide relative permittivity (input): 3.9
oxide field if uncompensated: 144.8 MV/cm
wall energy per lattice cell: 57.66 meV
kT at reference temperature: 25.85 meV
```
